# Landauer's blowtorch effect: heating one barrier flank repopulates equally deep wells

## A flat torch on one flank

A particle diffuses in a potential \(U(x)\) with two minima of equal energy, A on the left and B on the right. Everything is at temperature \(T_0\) except a stretch of the left flank, which is held at a uniform higher temperature \(T_h\). Along this stretch the potential rises by \(\Delta U_h\) on the way from A to the barrier top.

Treat many independent copies of the particle as a dilute gas with density \(P\) and pressure \(p=kTP\). When there is no flow there is no mean friction force, so the pressure gradient balances the force of the potential:

\[
\frac{dp}{dx}=-U'P=-\frac{U'}{kT}\,p .
\]

This is the barometric law. Pressure is continuous at the edges of the hot stretch, although density is not. Climbing \(\Delta U_h\) in the hot stretch costs a factor \(e^{-\Delta U_h/kT_h}\), whereas descending the same height on the cold right flank gains \(e^{+\Delta U_h/kT_0}\). All other climbs and descents are at \(T_0\) and cancel. Since both wells are at \(T_0\), their density ratio equals their pressure ratio:

\[
R=\frac{P(B)}{P(A)}=\exp\left[\Delta U_h\left(\frac1{kT_0}-\frac1{kT_h}\right)\right]>1 .
\]

The well beside the torch is depleted. Take \(T_0=400\) K, \(T_h=600\) K and \(\Delta U_h=0.3172\) eV. With \(kT_0=0.03447\) eV, \(1/kT_0=29.01\ \mathrm{eV^{-1}}\), and \(1/kT_h\) is two thirds of this. The bracket is \(9.67\ \mathrm{eV^{-1}}\), so \(\ln R=3.07\) and \(R\approx 21\). If the wells also have the same shape, one holds about twenty times the population of the other, although they are equally deep.

## Assumptions and the current

The motion is one-dimensional, the mobility \(\mu\) is constant, the ends reflect, and \(T(x)\) is maintained from outside. The friction force is \(-v/\mu\). The pressure argument assumed that particles at \(x\) have the kinetic temperature of the bath at \(x\). To see when this holds, start from the phase-space density \(f(x,v,t)\) of a particle of mass \(m\). With \(\Gamma=1/(\mu m)\),

\[
\partial_t f=-v\,\partial_x f+\frac{U'}{m}\partial_v f+\Gamma\,\partial_v(vf)+\Gamma\frac{kT(x)}{m}\partial_v^2 f .
\]

The last term is the noise of a bath at the local temperature. Define \(P=\int f\,dv\), \(J=\int vf\,dv\) and \(M_n=\int v^nf\,dv\). Multiply by \(1\), \(v\) and \(v^2\), and integrate by parts over \(v\):

\[
\partial_tP=-\partial_xJ,
\]
\[
\partial_tJ=-\partial_xM_2-\frac{U'}{m}P-\Gamma J,
\]
\[
\partial_tM_2=-\partial_xM_3-\frac{2U'}{m}J-2\Gamma M_2+2\Gamma\frac{kT}{m}P .
\]

For large \(\Gamma\), the two \(\Gamma\) terms dominate the third equation and give \(M_2=(kT/m)P\). On times long compared with \(1/\Gamma\), \(\partial_tJ\) is negligible beside \(\Gamma J\). The second equation then gives, with \(1/(\Gamma m)=\mu\),

\[
J=-\mu\left[U'P+\frac{d}{dx}(kTP)\right].
\]

The temperature stands inside the derivative because the momentum balance contains the gradient of pressure.

## The population ratio for any torch profile

In the steady state \(J\) is independent of \(x\), and the reflecting ends make it zero. With \(p=kTP\), the condition \(J=0\) reads \(p'/p=-U'/kT\). Integrating from A,

\[
P(x)=\frac{C}{T(x)}e^{-\Phi(x)},\qquad \Phi(x)=\int_A^x\frac{U'(y)}{kT(y)}\,dy .
\]

Count the populations \(N_A\) and \(N_B\) in windows around the minima that lie wholly at \(T_0\). In the left window \(\Phi=[U(x)-U(A)]/kT_0\). In the right window \(\Phi=\Phi(B)+[U(x)-U(B)]/kT_0\). Therefore

\[
\frac{N_B}{N_A}=\frac{Z_B}{Z_A}\,e^{-\Phi(B)},
\]

where \(Z_A\) and \(Z_B\) are the integrals of \(e^{-[U-U_{\min}]/kT_0}\) over the windows. Add and subtract \(1/kT_0\) in \(\Phi(B)\):

\[
\Phi(B)=\frac{U(B)-U(A)}{kT_0}-\int_A^BU'\left(\frac1{kT_0}-\frac1{kT}\right)dx .
\]

The first term vanishes for equally deep wells, and the second integrand is nonzero only in the hot stretch \(h\). Hence

\[
\frac{N_B}{N_A}=\frac{Z_B}{Z_A}R,\qquad
\boxed{\;\ln R=\int_hU'(x)\left[\frac1{kT_0}-\frac1{kT(x)}\right]dx\;}
\]

The factor \(Z_B/Z_A\) is the cold ratio. It is 1 for wells of the same shape, and heating multiplies it by \(R\).

Several cases follow directly.

- **Weak heating.** For \(T=T_0+\delta T\) with \(\delta T\ll T_0\), \(\ln R\approx\int_hU'\,\delta T\,dx/(kT_0^2)\). The effect is linear in the heating.
- **Very strong heating.** If the left flank alone is heated, \(\ln R\) stays below \(W/kT_0\), where \(W\) is the barrier height. The hot climb can at best become free.
- **Uniform heating of the whole line.** The factor \(1/kT_0-1/kT\) is then constant, and it multiplies \(\int_A^BU'dx=0\).
- **The other flank.** There \(U'<0\), so \(\ln R<0\) and the right well is depleted.

## Does the form of the noise term matter?

A temperature gradient may also push the particle directly. Let this add a drift velocity \(-\mu s\,kT'\), with a number \(s\):

\[
J=-\mu\left[U'P+s\,kT'P+(kTP)'\right].
\]

For \(s=-1\), the thermal terms combine to \(kTP'\), which is Fick's form of diffusion. Setting \(J=0\) gives \(p'/p=-U'/kT-sT'/T\), and therefore

\[
P=C\,T^{-1-s}e^{-\Phi}.
\]

The density inside the hot stretch depends on \(s\). The ratio between two places at \(T_0\) does not, because the power of \(T\) returns to its starting value. The same holds if \(s\) depends on \(T\) alone, since \(\int s(T)\,dT/T\) vanishes when the temperature returns to \(T_0\). If \(s\) also depends on position, the integral need not vanish, and the ratio can change.

This protection is lost when the wells differ in temperature. The density ratio then contains \((T_A/T_B)^{1+s}\), and the microscopic origin of the noise matters.

## How the rates produce the new balance

The current corresponds to a mean displacement \(-\mu U'dt\) and a mean square displacement \(2\mu kT\,dt\) in a short time \(dt\). Let \(\tau(x)\) be the mean time to reach B from \(x\). After \(dt\) the remaining time is the average of \(\tau\) over the new position. Expanding \(\tau(x)=dt+\langle\tau(x+dx)\rangle\) to first order in \(dt\) gives

\[
\mu kT\,\tau''-\mu U'\tau'=-1 .
\]

Divide by \(\mu kT\) and multiply by \(e^{-\Phi}\). Since \(\Phi'=U'/kT\), the left side becomes a total derivative:

\[
\left(e^{-\Phi}\tau'\right)'=-\frac{e^{-\Phi}}{\mu kT}.
\]

Integrate from the left end \(x_L\), where reflection requires \(\tau'=0\), and then from A to B, where \(\tau(B)=0\):

\[
\tau_{AB}=\int_A^Bdy\,e^{\Phi(y)}\int_{x_L}^{y}dz\,\frac{e^{-\Phi(z)}}{\mu kT(z)} .
\]

For a high barrier, the outer integral comes mainly from \(y\) near the top. By then the inner integral has collected essentially all of well A, and it is proportional to \(N_A\). The reverse time has the same outer factor, with \(N_B\) in place of \(N_A\). The rates \(r_{AB}=1/\tau_{AB}\) and \(r_{BA}=1/\tau_{BA}\) therefore satisfy

\[
\frac{r_{AB}}{r_{BA}}=\frac{\tau_{BA}}{\tau_{AB}}=\frac{N_B}{N_A}.
\]

To see which rate changes, measure \(\Phi\) from B. The path from B to the top contains no heated part, so \(\tau_{BA}\) can change only through the part of the outer integral that reaches into the hot flank. There \(\Phi\) falls away from the top more slowly than in the cold case, which lengthens \(\tau_{BA}\). When the heating is moderate and the torch stays well clear of the barrier top, this change is slight, and almost the whole effect is a faster escape from A. As the torch approaches the top, the slower return supplies a growing share of \(\ln R\). In the example below the share is 0.4 %. Moving the same torch to cover \(-6\) to \(0\) nm lowers \(\ln R\) from 1.68 to 1.23 and raises the share to about 5 %. A narrower torch from \(-3\) to \(0\) nm gives \(\ln R=0.34\) with a share of 16 %.

## A resistive-memory example

Consider one mobile, doubly charged oxygen vacancy in a filamentary oxide memory cell. The parameters are round values chosen for illustration. The coarse-grained potential is an assumed symmetric double well, not one measured in a device:

\[
U(x)=W\left[1-(x/a)^2\right]^2,\quad W=0.40\ \mathrm{eV},\quad a=10\ \mathrm{nm}.
\]

The diffusion coefficient at \(T_0=400\) K is \(10^{-11}\ \mathrm{cm^2/s}\). The torch is smooth:

\[
T(x)=T_0+\Delta T\,(1-q^2)^3,\qquad q=\frac{x+5\ \mathrm{nm}}{3\ \mathrm{nm}},\quad |q|<1,
\]

with \(\Delta T=200\) K. It covers \(-8\) to \(-2\) nm and peaks at 600 K. The boxed formula gives

\[
\ln R=1.677,\qquad R=5.35 .
\]

This is well below the \(\ln R=3.07\) of the flat torch, which has the same peak temperature and covers practically the same stretch, because the smooth torch reaches 600 K at its centre only. Counting whole half-lines instead of cold windows also gives 5.35. The right well is occupied with probability \(5.35/6.35=84\,\%\). At uniform temperature, the same imbalance between wells of equal shape would need an energy difference \(kT_0\ln R=34.47\ \mathrm{meV}\times1.677=58\) meV.

A random walk constructed from the local drift and noise, without use of \(\Phi\), gives \(\ln R=1.6766\) against 1.6765 from the integral. Three variations test the separate claims:

- With the right well moved to 7 nm, the cold population ratio becomes 0.70, but the left torch still adds 1.6766 to its logarithm.
- In that potential, a torch from 1.5 to 4.5 nm on the right flank adds \(-1.145\).
- In the original potential, an extra drift with \(s=2\) multiplies the density at the torch centre, relative to the left well, by \((400/600)^2=0.444\) and leaves \(\ln R\) at 1.6766.

The mean switching time without heating is 1087 s in either direction. With the torch on, it is 205 s from left to right and 1095 s from right to left. Their ratio is 5.35, as the rate argument requires, and the reverse time has risen by less than 1 %. The populations approach their new values with the time constant

\[
\left(\frac1{204.8\ \mathrm s}+\frac1{1095\ \mathrm s}\right)^{-1}=172.5\ \mathrm{s}.
\]

A heating pulse much shorter than this leaves the occupations nearly unchanged. After a long one, the imbalance decays with the cold time constant, \(1087/2\approx540\) s.

## When inertia matters

The overdamped current used \(M_2=(kT/m)P\). The next correction shows what was dropped. Take \(m\), \(kT_0\) and the distance from barrier to well as units, and write \(\theta=T/T_0\) and \(\gamma=1/\mu\). In the steady state \(J=0\), and the third velocity moment obeys

\[
0=-M_4'-3U'M_2-3\gamma M_3 .
\]

At leading order the velocities are locally Maxwellian, so \(M_2=\theta P\) and \(M_4=3\theta^2P\). Using \((\theta P)'=-U'P\),

\[
(\theta^2P)'=\theta\theta'P-\theta U'P
\quad\Rightarrow\quad M_3=-\frac{\theta\theta'P}{\gamma}.
\]

This is a flow of kinetic energy from hot to cold. It persists although no particles flow on average, so the steady state is not an equilibrium. The equation for \(M_2\) now gives

\[
M_2=\theta P-\frac{M_3'}{2\gamma}=(\theta+\delta)P,\qquad
\delta=\frac{\theta\theta''-U'\theta'}{2\gamma^2},
\]

where \((\theta\theta'P)'=\theta''\theta P-\theta'U'P\) was used. The momentum balance \(M_2'=-U'P\) becomes \((\ln M_2)'=-U'/(\theta+\delta)\). Expanding in \(\delta\), which vanishes at the two minima, shifts the result by

\[
\Delta\ln R=\frac1{2\gamma^2}\int_h\frac{U'(\theta\theta''-U'\theta')}{\theta^2}\,dx .
\]

For a barrier of \(8kT_0\) and a torch of the same relative position, shape and peak as in the example, the predicted coefficient of \(1/\gamma^2\) is \(-5.012\). In a numerical solution of the phase-space equation, the change of \(\ln R\) from \(\gamma=4000\) to \(\gamma=200\), multiplied by \(200^2\), is \(-5.011\). The formula predicts \(-5.012\,(1-200^2/4000^2)=-5.00\) for this quantity, so the two agree to about 0.2 %. At \(\gamma=4000\) the numerical solution gives \(\ln R=1.1559\), against 1.1558 from the overdamped formula. The last digits carry grid error: halving the grid spacing moves the two numerical values to \(-5.009\) and 1.1558.

## What a real cell changes

An ion in an oxide moves by thermally activated hops, so its mobility is far from constant. With a hop barrier of 0.70 eV, the hop rate at 600 K exceeds that at 400 K by \(e^{0.70\times9.67}\approx 870\). Suppose first that the temperature of the departure site sets the rate and that the mean hop barrier is the same everywhere. The diffusion coefficient \(D(T)\) then stands inside the derivative, and this is the extra drift treated above with \(1+s=d\ln D/d\ln T\). The ratio survives in this case, and a chain of 0.25 nm hops gives \(\ln R=1.675\). The left-to-right time changes by only 2 %, to 200.5 s. The reason is that, under this rule, \(1/D(z)\) replaces \(1/(\mu kT)\) in the inner integral of \(\tau_{AB}\), whose weight lies in the cold well. 
Under this departure-site rule, the assumption of equal hop barriers is essential. Suppose instead that all saddles between sites lie at the same energy \(S\) and only the depths of the sites vary. An ion then leaves a site to the left and to the right at the same rate, \(r(x)\propto e^{-[S-U(x)]/kT(x)}\). Without flow, \(rP\) is constant along the chain, so \(P\) depends only on the local \(U\) and \(T\). Two equally deep minima at \(T_0\) then have equal densities, and the blowtorch effect disappears. If instead the temperature at the saddle sets both rates across a bond, the saddle energy cancels from their ratio, which becomes \(e^{-\Delta U/kT}\) for the two sites. The chain then gives \(\ln R=1.676\) whatever the saddle energies. For a real oxide, \(R\) must therefore be computed from the site energies, the saddle energies and the temperature that governs each hop.

The value of \(R\) also depends strongly on the shape of the temperature profile. Take the same peak with tails, \(T=T_0+\Delta T/\cosh[(x+5\ \mathrm{nm})/1.5\ \mathrm{nm}]\). The left minimum warms to 414 K, and at constant mobility the half-line ratio rises from 5.3 to 11.7. Most of that change comes from the broader hot core, since the same profile cut off at \(-8\) and \(-2\) nm already gives 9.7. The wells now differ in temperature, so the hopping rule matters. With activated hops at the departure-site temperature the ratio is about 25, against about 10 for the cut-off profile, and the warm well is then the larger cause. The torch needs sideways heat sinks to stay confined, and on a scale of a few nanometres a local temperature is itself an approximation. For a thermal conductivity \(\kappa=1\) W/(m K), conduction along \(x\) alone requires a peak heating of \(-\kappa T''=6\kappa\,\Delta T/(3\ \mathrm{nm})^2=1.3\times10^{14}\ \mathrm{W/cm^3}\), and sideways losses at the centre add to this. If the temperature falls equally fast in one or both sideways directions, the demand doubles or triples. A rough filament value, \(10^8\ \mathrm{A/cm^2}\) times 1 MV/cm, is \(10^{14}\ \mathrm{W/cm^3}\), so a torch this narrow may need up to about four times the heating of such a filament.

The heating field must also be nearly perpendicular to \(x\). A field \(E\) along \(x\) that pushes the vacancy to the left cancels the effect when \(2eE\int_A^Bdx/kT=\ln R\), which gives \(E=0.015\) MV/cm. This is 1.5 % of the heating field just assumed. In a cell whose current flows along the ion's path, the electrical tilt would therefore overwhelm the blowtorch effect at these parameters.

Two other omissions are small here. Tunnelling through the hop barrier becomes important near or below about 76 K, far below 400 K, if the frequency that describes the curvature of the barrier top equals an attempt rate of \(10^{13}\) per second. The inertial length \(\mu\sqrt{mkT_0}\) is about \(2\times10^{-9}\) nm, so the correction of the previous section is negligible. So small a length also shows that continuous friction is only a formal description of a hopping ion. The value of \(R\) in a real oxide therefore rests on its hopping rule and saddle energies. Interactions between vacancies are left out, and their effect has not been estimated. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
PHASE-SPACE TEST (mass = kT0 = well distance = 1)
barrier: 8 kT0
peak T/T0: 1.5
ln R, formula: 1.15577
ln R, phase space, friction 4000: 1.15592
inertia coefficient, formula: -5.012
inertia coefficient, phase space, friction 200: -5.011
EXAMPLE INPUTS
barrier: 0.4 eV
well positions +-: 10 nm
T0: 400 K
peak temperature: 600 K
torch from: -8 nm
torch to: -2 nm
diffusion coefficient at T0: 1e-11 cm2/s
electrical mobility, charge 2e: 5.802e-10 cm2/Vs
kT0: 34.47 meV
EXAMPLE RESULTS
ln R, formula: 1.6765
ln R, random walk: 1.6766
R: 5.347
half-line population ratio right/left: 5.347
right-well occupation: 84.25 %
flat torch: energy climbed in hot stretch: 0.3172 eV
flat torch: ln R, formula: 3.0673
flat torch: ln R, random walk: 3.0674
right well at 7 nm: cold ratio right/left: 0.7001
right well at 7 nm: ln gain, left torch: 1.6766
right well at 7 nm: ln gain, torch 1.5 to 4.5 nm: -1.1453
extra drift s=2: ln R: 1.6766
extra drift s=2: density factor at torch centre: 0.4444
switching time, cold: 1087 s
switching time left to right, heated: 204.8 s
switching time right to left, heated: 1095 s
relaxation time, heated: 172.5 s
NEGLECTED EFFECTS
hop length: 0.25 nm
hop barrier: 0.7 eV
activated hops: ln R: 1.6751
activated hops: switching time, cold: 1084 s
activated hops: left to right, heated: 200.5 s
activated hops: right to left, heated: 1091 s
heat tails: decay length: 1.5 nm
heat tails: left-well temperature: 414.3 K
heat tails: half-line population ratio: 11.67
stray field that cancels the effect: 0.01521 MV/cm
inertial length: 2.193e-09 nm
tunnelling crossover, attempt rate 1e13/s: 76.38 K
peak heating needed at 1 W/(m K): 1.333e+14 W/cm3
Joule heating at 1e8 A/cm2 and 1 MV/cm: 1e+14 W/cm3
```
